# Shear-Horizontal Waves at a Bonded Interface: Transmission and Total Reflection

## 1. What symmetry and dimensions already fix

Two elastic solids fill the half-spaces $z<0$ (medium 1) and $z>0$ (medium 2). Both are isotropic and lossless, and they are perfectly bonded at the plane $z=0$. Medium $j$ has density $\rho_j$ and shear modulus $\mu_j$. A plane wave travels in the $xz$ plane and reaches the interface from medium 1 at an angle $\theta_1$ to the normal. Its displacement is along $y$: this is a shear-horizontal (SH) wave.

The mirror operation $y\to-y$ leaves the solids, the interface and the plane of incidence unchanged. It reverses the displacement $u_y$ but not $u_x$ or $u_z$. Linear equations with this symmetry cannot turn one class of motion into the other. An incident SH wave therefore produces one reflected and one transmitted SH wave, and no others.

The two solids supply no length: $\rho_j$ and $\mu_j$ can be combined into the speed $c_j=\sqrt{\mu_j/\rho_j}$ and the impedance $Z_j=\rho_jc_j$, but not into a length or a time. The transmitted energy fraction $t$ is dimensionless, so it cannot depend on the frequency. It can depend only on $\rho_2/\rho_1$, $\mu_2/\mu_1$ and $\theta_1$.

One step further, the interface feels each solid only through the ratio of shear stress to velocity that a wave leaving the interface produces there. Call this ratio, up to sign, $Y_j$. The reflection amplitude must then be a function of $Y_2/Y_1$ alone, and it must vanish when $Y_2=Y_1$. What remains is to find $Y_j$ and the function.

## 2. Equation of motion and matching conditions

Write $u$ for $u_y(x,z,t)$. The shear stresses are $\sigma_{yx}=\mu\,\partial_xu$ and $\sigma_{yz}=\mu\,\partial_zu$, and Newton's law for a small volume reads

$$\rho\,\partial_t^2u=\partial_x(\mu\,\partial_xu)+\partial_z(\mu\,\partial_zu).$$

Two conditions hold at $z=0$. Bonding means that the solids do not slip, so $u$ is continuous. A thin slab enclosing the interface has a mass that vanishes with its thickness, so the forces on its two faces must balance, and $\sigma_{yz}$ is continuous.

With the time factor $e^{-i\omega t}$, the fields are

$$u_1=A\left(e^{ik_{z1}z}+r\,e^{-ik_{z1}z}\right)e^{i(k_xx-\omega t)},\qquad u_2=\tau A\,e^{ik_{z2}z}e^{i(k_xx-\omega t)}.$$

All three waves share $\omega$ and $k_x$, since otherwise the conditions could not hold at every $t$ and $x$. Since $k_x=(\omega/c_j)\sin\theta_j$ in each solid,

$$\frac{\sin\theta_1}{c_1}=\frac{\sin\theta_2}{c_2}.$$

This is Snell's law. Inserting a plane wave in the equation of motion gives $\rho_j\omega^2=\mu_j(k_x^2+k_{zj}^2)$, hence $k_{zj}=(\omega/c_j)\cos\theta_j$.

## 3. The angle-weighted impedance

For a wave travelling towards $+z$, $\sigma_{yz}=i\mu k_zu$ and the velocity is $v=-i\omega u$. Their ratio is $-\mu k_z/\omega$, so we define

$$Y_j=\frac{\mu_jk_{zj}}{\omega}=\frac{\rho_jc_j^2\cos\theta_j}{c_j}=Z_j\cos\theta_j .$$

The cosine appears because only the gradient normal to the interface produces the stress $\sigma_{yz}$.

Continuity of $u$ gives $1+r=\tau$. Continuity of $\sigma_{yz}$ gives $\mu_1k_{z1}(1-r)=\mu_2k_{z2}\tau$, the minus sign coming from the derivative of the reflected wave. Division by $\omega$ turns this into $Y_1(1-r)=Y_2\tau$. Substituting $\tau=1+r$,

$$Y_1-Y_1r=Y_2+Y_2r\quad\Rightarrow\quad r=\frac{Y_1-Y_2}{Y_1+Y_2},\qquad \tau=1+r=\frac{2Y_1}{Y_1+Y_2}.$$

## 4. Energy transmission

The material below a plane of constant $z$ exerts the force $-\sigma_{yz}$ per area on the material above it. The power passed upwards is this force times the velocity. Its time average for complex fields is $S_z=-\tfrac12\mathrm{Re}(\sigma_{yz}v^*)$. In medium 2, $\sigma_{yz}=i\omega Y_2u$ and $v^*=i\omega u^*$, so

$$S_{z2}=\tfrac12\omega^2\,\mathrm{Re}(Y_2)\,|u_2|^2 .$$

In medium 1 both waves are present, and

$$\sigma_{yz}v^*=-\omega^2Y_1|A|^2\left(1-|r|^2+r^*e^{2ik_{z1}z}-r\,e^{-2ik_{z1}z}\right).$$

The last two terms are a number's conjugate minus the number itself. Their difference is imaginary and drops out of the real part. Thus $S_{z1}=\tfrac12\omega^2Y_1|A|^2(1-|r|^2)$: incident flux minus reflected flux, with no interference term.

For a real angle $\theta_2$, the transmitted fraction is

$$t=\frac{Y_2|\tau|^2}{Y_1}=\frac{Y_2}{Y_1}\,\frac{4Y_1^2}{(Y_1+Y_2)^2}=\frac{4Y_1Y_2}{(Y_1+Y_2)^2},\qquad Y_j=Z_j\cos\theta_j .$$

It equals $1-r^2$, because $(Y_1+Y_2)^2-(Y_1-Y_2)^2=4Y_1Y_2$.

If the solids are identical, $t=1$ at every angle. If they have equal speeds but different densities, $\theta_2=\theta_1$, the cosines cancel, and $t$ keeps its normal-incidence value at every angle short of grazing.

A wave packet followed in time tests the cosine factors. For $\rho_2/\rho_1=2.5$, $c_2/c_1=1.5$ and central incidence at 25°, the energy share found in medium 2 after the collision was 0.7267. The formula, averaged over the packet's angles, gives 0.7256. Bare impedances, with $Z_2/Z_1=3.75$, would give $4(3.75)/(4.75)^2=0.665$.

## 5. Full transmission and the approach to the critical angle

Let $c_2>c_1$ and $s=\sin\theta_1$. By Snell's law,

$$\frac{Y_2^2}{Y_1^2}=\frac{Z_2^2}{Z_1^2}\,\frac{1-s^2c_2^2/c_1^2}{1-s^2}.$$

With $a=c_2^2/c_1^2>1$, the derivative of $(1-as^2)/(1-s^2)$ with respect to $s^2$ is $(1-a)/(1-s^2)^2<0$. The ratio $Y_2/Y_1$ therefore falls steadily from $Z_2/Z_1$ at normal incidence to zero at

$$\sin\theta_c=\frac{c_1}{c_2}.$$

If $Z_2>Z_1$, the ratio passes through one on the way and transmission is complete there. Setting $Z_1^2(1-s^2)=Z_2^2(1-as^2)$ and collecting $s^2$ gives

$$\sin^2\theta_{\rm full}=\frac{Z_2^2-Z_1^2}{Z_2^2c_2^2/c_1^2-Z_1^2}.$$

Just below the critical angle put $\theta_1=\theta_c-\delta$. To first order $s^2=\sin^2\theta_c-2\delta\sin\theta_c\cos\theta_c$, so $\cos^2\theta_2=1-s^2/\sin^2\theta_c=2\delta\cot\theta_c$. When $Y_2\ll Y_1$,

$$t\simeq\frac{4Y_2}{Y_1}\simeq\frac{4Z_2}{Z_1\cos\theta_c}\sqrt{2\delta\cot\theta_c}.$$

The square root makes the final drop infinitely steep at $\theta_c$.

If instead $c_2<c_1$, Snell's law gives $\sin\theta_2<1$ for every incident angle. There is no critical angle. Transmission goes to zero only at grazing incidence, where $Y_1\to0$.

## 6. Beyond the critical angle

For $\theta_1>\theta_c$ the wave equation in medium 2 gives $k_{z2}^2=\omega^2/c_2^2-k_x^2<0$. The field must not grow into the solid, so $k_{z2}=+i\kappa$, with

$$\kappa=\omega\sqrt{\frac{\sin^2\theta_1}{c_1^2}-\frac1{c_2^2}} .$$

The matching algebra of Section 3 did not require $Y_2$ to be real. It now reads $Y_2=i\eta$, with

$$\eta=\frac{\mu_2\kappa}{\omega}=Z_2\sqrt{\frac{c_2^2}{c_1^2}\sin^2\theta_1-1},\qquad r=\frac{Y_1-i\eta}{Y_1+i\eta}=e^{-2i\arctan(\eta/Y_1)} .$$

Numerator and denominator are complex conjugates, so $|r|=1$. Also $\mathrm{Re}(Y_2)=0$, so no average energy crosses into medium 2: reflection is total.

Medium 2 is not at rest, however. Its displacement at the interface is $|\tau|=2Y_1/\sqrt{Y_1^2+\eta^2}$ times the incident amplitude, and it decays over the depth $1/\kappa$. The stress $\sigma_{yz}$ is a quarter-cycle out of step with the velocity, so energy enters and returns within each cycle. The flux along the interface, $\tfrac12\omega\mu_2k_x|u_2|^2$, is not zero.

At $\theta_c$, $\eta=0$, $r=1$ and $\tau=2$: the traction $\sigma_{yz}$ on the interface vanishes, as at a free surface ($\sigma_{yx}$ does not). At grazing incidence $Y_1\to0$ and $r\to-1$, as at a clamped surface.

## 7. Aluminium wiring on silicon at 4 K

Consider aluminium wiring on the silicon of a cryogenic control chip. Rough room-temperature values are $\rho_1=2.70$ g/cm³ and $c_1=3.10$ km/s for aluminium, and $\rho_2=2.33$ g/cm³ and $c_2=5.40$ km/s for silicon treated as isotropic. In units of $10^6$ kg/(m² s),

$$Z_1=2.70\times3.10=8.37,\qquad Z_2=2.33\times5.40=12.58 .$$

The critical angle from aluminium is $\arcsin(3.10/5.40)=35.0°$. Full transmission occurs where

$$\sin^2\theta_{\rm full}=\frac{158.3-70.1}{158.3\times3.034-70.1}=0.215,\qquad\theta_{\rm full}=27.6° .$$

The transmission is 0.960 at normal incidence and 0.984 at 20°. It reaches one at 27.6° and has fallen to 0.825 at 34°. At 34° the refracted angle is already 76.9°, with $Y_1=6.939$ and $Y_2=2.846$:

$$t=\frac{4\times6.939\times2.846}{(9.785)^2}=0.825 .$$

The square-root law is not yet usable here. Since $Y_2/Y_1=0.41$, the estimate $4Y_2/Y_1$ would exceed one.

At 45°, $Y_1=5.918$ and $\eta=9.048$. The phase is $-2\arctan(1.529)=-113.6°$, and $|\tau|=2(5.918)/10.81=1.09$. The silicon surface moves slightly more than the incident wave alone would, although no average energy passes into the depth.

The decay depth needs a frequency. The thermal energy-flux spectrum at 4 K peaks at 235 GHz, so $\omega=1.478$ rad/ps and the wavelength in aluminium is 13.2 nm. Then

$$\kappa=1.478\sqrt{\frac{0.5}{3.10^2}-\frac1{5.40^2}}=0.197\ \text{nm}^{-1},\qquad \frac1\kappa=5.1\ \text{nm}.$$

## 8. Average over thermal phonons

Suppose the phonons approach from all directions with equal density. The solid angle contributes $\sin\theta_1d\theta_1$ and the normal velocity contributes $\cos\theta_1$. The normalized flux average is

$$\langle t\rangle_1=2\int_0^{\pi/2}t\sin\theta_1\cos\theta_1\,d\theta_1=\int_0^1t\,d(\sin^2\theta_1).$$

The share of incident flux within the critical cone is thus $\sin^2\theta_c=(3.10/5.40)^2=0.330$. The computed average is $\langle t\rangle_1=0.316$. Total reflection turns back 67.0% of the flux, and partial reflection inside the cone only another 1.3%.

From silicon the average is $\langle t\rangle_2=0.960$. The two are linked. With $p=\sin\theta_j/c_j$, common to both sides, $\langle t\rangle_j/c_j^2=\int t\,d(p^2)$ over the range in which both waves propagate. Since $t$ is unchanged when $Y_1$ and $Y_2$ are exchanged, the integrals are equal:

$$\frac{\langle t\rangle_1}{c_1^2}=\frac{\langle t\rangle_2}{c_2^2}.$$

The heat flux carried by SH phonons leaving medium 1 at temperature $T$ is a sum over wavevectors in the forward half-space. Here $n=1/(e^{\hbar\omega/k_BT}-1)$, and the azimuthal integral gives $2\pi$:

$$q=\int\frac{d^3k}{(2\pi)^3}\hbar\omega n\,c_1\cos\theta_1\,t=\frac1{4\pi^2}\int_0^\infty k^2dk\,\hbar\omega n\,c_1\,\frac{\langle t\rangle_1}{2}.$$

The angular average factors out because $t$ does not depend on frequency. With $k=\omega/c_1$ and $\int_0^\infty x^3dx/(e^x-1)=\pi^4/15$,

$$q=\frac{\langle t\rangle_1}{8\pi^2c_1^2}\,\frac{(k_BT)^4}{\hbar^3}\,\frac{\pi^4}{15}=\frac{\pi^2k_B^4T^4\langle t\rangle_1}{120\,\hbar^3c_1^2},\qquad h=\frac{dq}{dT}=\frac{\pi^2k_B^4T^3\langle t\rangle_1}{30\,\hbar^3c_1^2}.$$

The reciprocity relation makes the opposite flux equal at equal temperatures, so $h$ is the net SH conductance for a small difference. At 4 K it is 2.1 W/(cm² K), or $2.1\times10^4$ W/(m² K). The temperatures are those of the phonons arriving from each side, not local temperatures measured at the interface.

This is not the total conductance. Incident thermal flux per polarization scales as $1/c^2$. With a rough longitudinal speed of 6.4 km/s in aluminium, SH waves carry 45% of the total thermal flux incident from the aluminium. The other two polarizations convert into each other at the interface and need their own matching problem.

## 9. A compliant bond

Let the bond stretch in shear, with stiffness $K$ per area, so that $u_2-u_1=\sigma_{yz}/K$ at $z=0$. The stress is still continuous. Since $\sigma_{yz}=i\omega Y_2u_2$, the matching conditions become

$$1+r=\tau\left(1-\frac{i\omega Y_2}{K}\right),\qquad 1-r=\tau\,\frac{Y_2}{Y_1}.$$

Adding them eliminates $r$ and gives $\tau=2Y_1/(Y_1+Y_2-i\omega Y_1Y_2/K)$. Below the critical angle,

$$t=\frac{Y_2|\tau|^2}{Y_1}=\frac{4Y_1Y_2}{(Y_1+Y_2)^2+(\omega Y_1Y_2/K)^2}.$$

Frequency now enters, because $\mu/K$ is a length. For an assumed weak bond with $K=10$ GPa/nm, at 20° and 235 GHz, $\omega Y_1Y_2/K=11.7$ in the impedance unit above, compared with $Y_1+Y_2=18.0$. Transmission drops from 0.984 to 0.690. Since $t$ now depends on frequency, the angular average no longer factors out of the heat flux and the pure $T^3$ law is lost. The conductance weights frequency by $\omega^3\,\partial n/\partial T$, which peaks at 319 GHz at 4 K, and with that weight the transmission at 20° is 0.49. For scale, a layer of aluminium one mean atomic spacing thick (0.255 nm, the cube root of the volume per atom) has stiffness $\mu_1/(0.255\ \text{nm})\approx100$ GPa/nm.

Beyond $\theta_c$, dividing the two conditions gives $(1-r)/(1+r)=i\eta/[Y_1(1+\omega\eta/K)]$. This is imaginary, so $|r|=1$ still holds. A weak bond changes the phase but opens no path for energy.

## 10. What a real chip changes

The densities and speeds above are room-temperature values. Aluminium stiffens on cooling, to a shear speed of roughly 3.28 km/s at 4 K. That alone moves $\theta_c$ to about 37°, $t$ at 34° to about 0.96 and $1/\kappa$ at 45° to about 6 nm. Silicon, moreover, is a cubic crystal. With rough constants $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa and a (001) surface, the critical angle is 31.9° in a plane of incidence containing [100] and 41.5° in one containing [110]. The isotropic value, 35.0°, lies between. The corresponding $\sin^2\theta_c$ is 0.28 and 0.44, against 0.33. Anisotropy therefore shifts the edge of the cone itself, by up to about 6° in these two planes, and the angle-resolved numbers of Section 7 move with it. In the [100] plane $t$ at 34° is zero, full transmission lies at 26.2° and $1/\kappa$ at 45° is 4.5 nm; in the [110] plane the values are 0.999, 35.0° and 10.6 nm. In a general plane of incidence the mirror symmetry of Section 1 is lost and SH motion mixes with the other polarizations. The thermal average is less sensitive: over all planes of incidence, an incident SH wave transmits about 0.33 of its flux into cubic silicon, which gives $h\approx2.25$ W/(cm² K), about 5% above the isotropic value.

Other changes were computed one at a time at 235 GHz. At 20°, a 2 nm oxide (2.20 g/cm³, 3.70 km/s, rough) lowers $t$ from 0.984 to 0.977, and 1 nm of linear intermixing changes it by only 0.0004. At 45°, an assumed silicon loss factor of 0.001 absorbs 0.36% of the incident energy. Loss in the aluminium is left out: it is a normal metal at 4 K, and its conduction electrons absorb phonons. The results therefore describe waves as they arrive at the interface, not their survival along a thick wire. Averaging the reflected phase over 0.3 nm rms roughness removes about 4% from the specular beam at 45°; the loss grows with frequency and is about 13% when weighted as in the conductance. That estimate assumes bumps much wider than the wavelength, and it does not say where the scattered energy goes.

Total reflection also assumes that the silicon is thick compared with $1/\kappa$. A 2 nm oxide between aluminium and thick silicon shifts the phase at 45° by 51° but leaves the reflected fraction at one. A thin silicon film on oxide is different. In the oxide $\sin\theta_3=0.707\times3.70/3.10=0.844$, so a wave can propagate there and carry off the evanescent tail. If the oxide is so thick that nothing returns from its far side, the transmitted fraction at 45° is 0.35 through 5 nm of silicon, 0.055 through 10 nm and 0.0011 through 20 nm. For thick films the amplitude reaching the oxide scales as $e^{-\kappa d}$ and the energy as $e^{-2\kappa d}$. From 10 to 20 nm this predicts a factor of 51, and the computed values differ by a factor of 50. These fractions hold for isotropic silicon only and depend exponentially on $\kappa$: through 20 nm of cubic silicon they are 0.0003 in the [100] plane and 0.087 in the [110] plane. A buried oxide on a silicon substrate has a finite thickness, and in the substrate the wave is evanescent again. Without loss or scattering, all the energy then returns to the aluminium in the steady state, however thin the silicon film is.

Temperature sets the limit of the whole description. At 4 K the dominant wavelength is about 52 mean atomic spacings, and in a simple lattice chain the phase speed is only 0.06% lower than in the continuum. Scaling the wavelength to 300 K gives 0.176 nm, less than one atomic spacing, so no such lattice wave exists. The $T^3$ conductance therefore cannot be carried to room temperature, where lattice dispersion and the finite range of phonon frequencies must be included. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
Packet test, 25 deg: measured 0.7267, formula 0.7256
Packet test, 55 deg: energy left in solid 2 1.4e-11
Aluminium (rough): density 2.70 g/cm3, shear speed 3.10 km/s
Silicon (rough): density 2.33 g/cm3, shear speed 5.40 km/s
Impedances Z1, Z2: 8.370, 12.582 10^6 kg/(m2 s)
Critical angle from aluminium: 35.03 deg
Full-transmission angle: 27.63 deg
At 0 deg: refracted angle 0.00 deg, Y1 8.370, Y2 12.582 10^6 kg/(m2 s), t 0.9596
At 20 deg: refracted angle 36.57 deg, Y1 7.865, Y2 10.105 10^6 kg/(m2 s), t 0.9845
At 34 deg: refracted angle 76.93 deg, Y1 6.939, Y2 2.846 10^6 kg/(m2 s), t 0.8251
At 45 deg: Y1 5.918, eta 9.048 10^6 kg/(m2 s)
At 45 deg: reflected fraction 1.000000, phase -113.62 deg
Temperature: 4.0 K
Dominant phonon frequency: 235.2 GHz
Its wavelength in aluminium: 13.18 nm
Amplitude decay depth in silicon at 45 deg: 5.08 nm
Incident flux inside critical cone: 32.96 %
Mean transmission from aluminium: 0.3164
Mean transmission from silicon: 0.9600
SH conductance: 2.148 W/(cm2 K)
SH conductance converted: 2.148e+04 W/(m2 K)
Conductance from channel count: 2.148 W/(cm2 K)
Neglected effects at the dominant frequency (rough or assumed inputs):
Oxide (rough): density 2.20 g/cm3, speed 3.70 km/s
Ideal t at 20 deg: 0.9845
With 2.0 nm oxide, t at 20 deg: 0.9769
With 1.0 nm intermixing, t at 20 deg: 0.9848
With weak bond 10 GPa/nm, t at 20 deg: 0.6898
Oxide phase change at 45 deg: 50.64 deg
Tunnelling at 45 deg through 5 nm Si into oxide: 3.486e-01
Tunnelling at 45 deg through 10 nm Si into oxide: 5.502e-02
Tunnelling at 45 deg through 20 nm Si into oxide: 1.095e-03
Absorbed at 45 deg, silicon loss factor 0.001: 0.360 %
Scattered at 45 deg, roughness 0.3 nm rms: 4.01 %
Silicon C11, C12, C44 (rough): 166, 64, 80 GPa
Critical angle, [100] plane: 31.94 deg
Critical angle, [110] plane: 41.50 deg
Mean atomic spacing in aluminium: 0.255 nm
Lattice-chain slowing at 4 K: 0.062 %
Continuum wavelength extrapolated to 300 K: 0.176 nm
Aluminium longitudinal speed (rough): 6.4 km/s
SH share of incident thermal flux: 44.8 %
```
